# Choosing the angular mesh for hole density-of-states masses in silicon

**What the setting controls**

A program that reports heavy- and light-hole density-of-states masses must average over directions in $\mathbf k$ space. The setting considered here is the number of directions. For the four-band Luttinger model the mass of either band is

$$
\frac{m_d}{m_0}=\left[\frac1{4\pi}\int g(\mathbf n)^{-3/2}\,d\Omega\right]^{2/3},\qquad \varepsilon(\mathbf k)=\frac{\hbar^2k^2}{2m_0}\,g(\mathbf n),\qquad(1)
$$

where $\mathbf n=\mathbf k/k$, $m_0$ is the free-electron mass and the hole energy $\varepsilon$ is counted positive downwards from the band edge. The inverse-mass function is

$$
g=\gamma_1\mp2R,\quad R=\sqrt{\gamma_2^2+3(\gamma_3^2-\gamma_2^2)s},\quad s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2,\qquad(2)
$$

with the upper sign for heavy holes and the lower for light holes.

With rough silicon parameters, $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$, the masses are $0.516\,m_0$ and $0.155\,m_0$. A mesh of 16 directions fixes both within 0.2 %. At 300 K the larger error lies in the four-band model itself: its effective density of states is too small by a factor of 2.4 compared with a six-band model.

**Where the inverse-mass function comes from**

The model describes the four states of angular momentum $3/2$ at the top of the valence band of a cubic crystal with inversion symmetry. In units of $\hbar^2/2m_0$ the hole Hamiltonian is

$$
H=\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2\sum_ik_i^2J_i^2-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i).
$$

Since $\sum_iJ_i^2=15/4$, the matrices $J_i^2-5/4$ are traceless and sum to zero. Moving the constant $5/4$ into the second term gives $H=\gamma_1k^2+H'$, where $H'$ is traceless. Define

$$
\Gamma_1=\frac{J_x^2-J_y^2}{\sqrt3},\quad \Gamma_2=J_z^2-\frac54,\quad \Gamma_{ij}=\frac{J_iJ_j+J_jJ_i}{\sqrt3}.
$$

Order the states as $m=3/2,1/2,-1/2,-3/2$. Let the Pauli matrices $\tau$ act between the first and second pair of states, and $\sigma$ within each pair. The matrix elements of $J_i$ then give

$$
\Gamma_1=\tau_x,\quad\Gamma_{xy}=\tau_y,\quad\Gamma_{zx}=\tau_z\sigma_x,\quad\Gamma_{yz}=\tau_z\sigma_y,\quad\Gamma_2=\tau_z\sigma_z .
$$

Each squares to one and any two anticommute. Because the three matrices $J_i^2-5/4$ sum to zero, $J_{x,y}^2-5/4=-\tfrac12\Gamma_2\pm\tfrac{\sqrt3}2\Gamma_1$, so

$$
H'=-2\gamma_2\left[\left(k_z^2-\tfrac{k_x^2+k_y^2}2\right)\Gamma_2+\tfrac{\sqrt3}2(k_x^2-k_y^2)\Gamma_1\right]-2\sqrt3\,\gamma_3\sum_{i<j}k_ik_j\Gamma_{ij}.
$$

On squaring, the cross terms cancel by anticommutation. The squared coefficients in the bracket add to

$$
\left(k_z^2-\tfrac{k_x^2+k_y^2}2\right)^2+\tfrac34(k_x^2-k_y^2)^2=\sum_ik_i^4-\sum_{i<j}k_i^2k_j^2=k^4(1-3s),
$$

where the last step uses $\sum_ik_i^4=k^4-2k^4s$. Hence

$$
H'^2=4\gamma_2^2k^4(1-3s)+12\gamma_3^2k^4s=4R^2k^4 .
$$

The eigenvalues of $H'$ are $\pm2Rk^2$, and zero trace makes each twofold. This is equation (2).

The quantity $s$ runs from 0 along [100] to $1/3$ along [111], so $R$ runs between $|\gamma_2|$ and $|\gamma_3|$. Both bands curve the right way in every direction if $\gamma_1>2\max(|\gamma_2|,|\gamma_3|)$. For the silicon parameters the heavy mass is

- along [100], $1/(4.3-0.68)=0.276\,m_0$;
- along [111], $1/(4.3-2.90)=0.714\,m_0$.

**Why the power is −3/2**

At fixed direction, the states below energy $\varepsilon$ fill the ray up to $k_{\max}=\sqrt{2m_0\varepsilon/(\hbar^2g)}$. The radial integral of $k^2$ is $k_{\max}^3/3$. With two states per $\mathbf k$, the number per volume is

$$
N(\varepsilon)=\frac{2}{(2\pi)^3}\,\frac13\left(\frac{2m_0\varepsilon}{\hbar^2}\right)^{3/2}\int g^{-3/2}d\Omega .
$$

For an isotropic mass $m_d$ the integral is replaced by $4\pi(m_d/m_0)^{3/2}$. Equating the two gives (1) at every energy within the model.

The order of averaging matters. The function $g^{-3/2}$ is convex, so its average is at least $\langle g\rangle^{-3/2}$, and a mass taken from the mean inverse mass cannot exceed $m_d$. For silicon that estimate gives $0.482\,m_0$. A spherical model with $\bar\gamma=(2\gamma_2+3\gamma_3)/5=1.006$ gives $1/(4.3-2.012)=0.437\,m_0$, which is 15 % below $0.516\,m_0$. No mesh refinement repairs either shortcut.

**The polar mesh and its convergence**

With $u=\cos\theta$,

$$
s=u^2(1-u^2)+\tfrac14(1-u^2)^2\sin^22\varphi .
$$

The integrand is even in $u$ and has period $\pi/2$ in $\varphi$. A suitable rule uses $2n$ Gauss-Legendre nodes $u_i$ with weights $w_i$, and $n$ midpoints in a quarter turn:

$$
\langle g^{-3/2}\rangle\approx\frac1{2n}\sum_{i=1}^{2n}w_i\sum_{j=0}^{n-1}g(u_i,\varphi_j)^{-3/2},\qquad\varphi_j=\frac{(j+\frac12)\pi}{2n}.
$$

Evenness leaves $n^2$ evaluations. The results for silicon are as follows, with errors relative to the same rule at $n=64$.

| $n$ | heavy ($m_0$) | error ($m_0$) | light ($m_0$) | error ($m_0$) |
|---|---|---|---|---|
| 4 | 0.51574 | $-5.8\times10^{-5}$ | 0.15438 | $-2.5\times10^{-4}$ |
| 8 | 0.51581 | $+4.1\times10^{-6}$ | 0.15463 | $-7.6\times10^{-6}$ |
| 16 | 0.51580 | $+1.4\times10^{-8}$ | 0.15464 | $-2.6\times10^{-8}$ |
| 32 | 0.51580 | $+6.1\times10^{-13}$ | 0.15464 | $-1.1\times10^{-12}$ |

The decay is exponential because the integrand is analytic at all real angles, and its rate is set by the nearest singularity at complex angles. For $\gamma_3>\gamma_2>0$ the square root in (2) has a branch point where

$$
s=-s_0,\qquad s_0=\frac{\gamma_2^2}{3(\gamma_3^2-\gamma_2^2)} .
$$

On the meridian $\varphi=0$ this means $u^2(1-u^2)=-s_0$. The solutions are $u^2=-x^2$ and $u^2=1+x^2$, with

$$
x^2=\frac{\sqrt{1+4s_0}-1}2 .
$$

A Gauss rule with $N$ nodes integrates polynomials up to degree $2N-1$ without error. Its error therefore follows that of the best polynomial approximation and falls as $\rho^{-2N}$, where $\rho=|u+\sqrt{u^2-1}|$ at the singularity, with the root chosen so that $\rho>1$. Both solutions give $\rho=x+\sqrt{1+x^2}=e^\eta$, with $\eta=\operatorname{arsinh}x$. For $N=2n$ the error falls as $e^{-4\eta n}$.

On the equator, $u=0$, put $\varphi=iy$. The branch condition becomes $\sinh^2y\cosh^2y=s_0$, so $\sinh y=x$ and $y=\eta$. The midpoint rule integrates Fourier components to zero, as it should, except those whose index is a nonzero multiple of $n$, which it wrongly counts. With period $\pi/2$ the first of these varies as $e^{4in\varphi}$, and its coefficient falls as $e^{-4\eta n}$. The two angles thus converge at the same rate, which is the reason for pairing $2n$ nodes with $n$.

For silicon $s_0=0.0194$ and $4\eta=0.550$. The heavy-band averages at $n=16$ and 32 give an observed decay of 0.629 per unit of $n$. With $\gamma_2$ raised to 0.70 and the other parameters fixed, the prediction is 1.200, and the observed decay between $n=8$ and 16 is 1.343. The excess has the sign expected of a square-root branch point. In one dimension, integrating the jump $\propto\sqrt t$ along the cut against $e^{-4nt}$ multiplies the exponential by $n^{-3/2}$, which steepens the decay at finite $n$.

This rate presumes that the zeros of $g$ lie farther from the real angles than the branch point. Three cases need separate attention:

- **Small $\gamma_2$.** Then $x\approx\gamma_2/(\sqrt3\gamma_3)$, and the required $n$ grows as $\gamma_3/\gamma_2$. At $\gamma_2=0$, $R$ has a conical kink at [100] and exponential convergence is lost.
- **$\gamma_1$ close to $2\gamma_3$.** The heavy inverse mass near [111] behaves as $\delta+c\vartheta^2$, where $\delta=\gamma_1-2\gamma_3$, $\vartheta$ is the angle from [111] and $c>0$ is a constant. Since $\int\vartheta\,d\vartheta\,(\delta+c\vartheta^2)^{-3/2}\propto\delta^{-1/2}$, the mass diverges as $\delta^{-1/3}$ and the mesh must resolve a narrow peak.
- **$|\gamma_3|<|\gamma_2|$.** The branch point moves to positive $s>1/3$, beyond the [111] value, and the formula for $\eta$ no longer applies.

**A faster mesh at the same cost**

The sphere can also be divided into 24 equal pieces, four on each face of a cube. On one piece $\mathbf n\propto(1,a,b)$ with $0\le a,b\le1$. An area $da\,db$ on the face lies at distance $r=\sqrt{1+a^2+b^2}$ and is tilted by a cosine $1/r$, so $d\Omega=da\,db/r^3$ and

$$
\langle g^{-3/2}\rangle=\frac6\pi\int_0^1\!\!\int_0^1\frac{g^{-3/2}\,da\,db}{(1+a^2+b^2)^{3/2}} .
$$

With $n$ Gauss-Legendre nodes in each variable, the heavy-mass error is $-3.9\times10^{-8}\,m_0$ at $n=8$ and $-9.1\times10^{-13}\,m_0$ at $n=16$. For silicon the polar rule needs nearly twice the $n$ for comparable heavy-mass errors: 11 against 6 for a relative error below $10^{-6}$, and 25 against 13 for $10^{-10}$.

The reason is the position of the branch point. At $b=0$ it lies at $a=i\tanh\eta$, opposite the end $a=0$ of the interval, where Gauss nodes crowd together. In the variable $z=2a-1$ it is at $-1+i\epsilon$ with $\epsilon\approx2\eta$. Writing $z=-\cosh\zeta$ gives $\zeta^2\approx-2i\epsilon$, whose root has real part of magnitude $\sqrt\epsilon$. The error then falls roughly as $e^{-2\sqrt{2\eta}\,n}$, a rate of about 1.05 for silicon against 0.55 for the polar rule. The two errors quoted correspond to 1.33. They do not test the estimate closely, because the exponential carries a prefactor not derived here and, with $\zeta$ complex, the error also oscillates with $n$. For small $\eta$ the ratio of the two predicted rates is $1/\sqrt{2\eta}$, so the gain shrinks as $\gamma_2/\gamma_3$ grows. With $\gamma_2$ raised to 0.70 and the other parameters fixed it is much smaller. Both meshes need $n=6$ for a relative heavy-mass error below $10^{-6}$; for $10^{-8}$ the cube-face mesh needs $n=8$ against 10, and for $10^{-10}$ it needs $n=11$ against 13.

**From masses to hole density**

For holes obeying Boltzmann statistics, each isotropic pair of states contributes a Gaussian integral,

$$
2\int\frac{d^3k}{(2\pi)^3}\,e^{-\hbar^2k^2/(2m_dk_BT)}=2\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}.
$$

The bands therefore add as $m_v^{3/2}=m_h^{3/2}+m_l^{3/2}$. For silicon,

$$
0.37045+0.06081=0.43126,\qquad m_v=0.43126^{2/3}m_0=0.571\,m_0 .
$$

At 300 K a mass $m_0$ would give $2.509\times10^{19}\ \mathrm{cm^{-3}}$, so the four-band effective density of states is $N_v=0.4313\times2.509\times10^{19}=1.08\times10^{19}\ \mathrm{cm^{-3}}$.

**When the four-band mass fails**

The model omits the split-off pair, which lies $\Delta\approx44$ meV deeper in silicon (a rough value). At 300 K, $k_BT=25.9$ meV, so $\Delta$ is not large. The six-band Hamiltonian on $p$ orbitals and spin restores this pair:

$$
H_6=M+\frac\Delta3(1-\mathbf L\cdot\boldsymbol\sigma),
$$

$$
M_{ii}=\frac{\hbar^2}{2m_0}\left[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2\right],\qquad M_{i\ne j}=\frac{\hbar^2}{2m_0}\,6\gamma_3k_ik_j .
$$

Here $\mathbf L$ is the orbital angular momentum in units of $\hbar$. The product $\mathbf L\cdot\boldsymbol\sigma$ is 1 for the upper four states and $-2$ for the split-off pair, which places them at 0 and $\Delta$ when $k=0$.

Diagonalizing $H_6$ and integrating $e^{-\varepsilon/k_BT}$ over $\mathbf k$ gives $N_v$ without assuming parabolic bands. The numbers below use $18^2$ cube-face directions and 80 radial Gauss nodes; reducing these to $12^2$ and 60 changes the 300 K value by less than $10^{-9}$ of itself.

| $T$ (K) | $N_v$, six-band / four-band |
|---|---|
| 4 | 1.013 |
| 77 | 1.415 |
| 300 | 2.412 |

Coupling to the split-off pair lowers hole energies by an amount of order $k^4/\Delta$, so the first correction to $N_v$ is proportional to $k_BT/\Delta$. Scaling the 4 K excess linearly to 77 K would give 24 %; the computed 42 % shows that higher orders already matter.

At 300 K the six-band value is $N_v=2.61\times10^{19}\ \mathrm{cm^{-3}}$, equivalent to a thermal mass of $1.03\,m_0$. The split-off states themselves hold 1.2 % of it. Nearly all the increase therefore comes from the changed shape of the upper bands.

The [110] direction shows how large that change can be. There the orbital combination $(x-y)/\sqrt2$ has inverse mass $\gamma_1+\gamma_2-3\gamma_3=0.29$. The heavy band approaches this value at large $k$, where spin-orbit coupling is negligible, after starting from 1.77 at the band edge.

For $p=10^{18}\ \mathrm{cm^{-3}}$ free holes at 300 K, Boltzmann statistics place the Fermi level $E_F$ above the valence-band edge $E_v$ by

$$
E_F-E_v=k_BT\ln\frac{N_v}p=25.85\ \text{meV}\times\ln10.82=61.6\ \text{meV}
$$

in the four-band model and by 84.3 meV in the six-band model. Fermi statistics change the four-band value to 60.7 meV. This follows from $p/N_v=e^y-e^{2y}/2^{3/2}+\dots$ with $y=(E_v-E_F)/k_BT$, which inverts to $y\approx\ln(p/N_v)+p/(\sqrt8N_v)$. Nonparabolicity thus shifts the level by 23 meV and degeneracy by less than 1 meV.

For real silicon, an $N_v$ of roughly 2 to $3\times10^{19}\ \mathrm{cm^{-3}}$ is appropriate at room temperature, so the six-band result is of the right size and the four-band result is low. Closer agreement would mean little with rough parameters, because raising $\gamma_3$ by 1 % with the others fixed raises the six-band $N_v$ at 300 K by 9.5 %. The four-band result is low because it assumes parabolic bands over an energy $k_BT$. The six-band model still treats remote bands to second order, keeps its parameters independent of temperature, and ignores strain and doping-induced changes of the bands. Those effects are not sized here.

**Recommended settings**

- **Number of directions.** For parameters like those of silicon, $n=8$ on either mesh is ample. Raising $\gamma_3$ by 1 % with the others fixed changes the heavy mass by 1.3 %, far more than the mesh error. Prefer the cube-face mesh.
- **Other materials with $\gamma_3>\gamma_2>0$.** On the polar mesh, start from $n\approx\ln(1/\tau)/(4\eta)$ for relative error $\tau$, then double $n$ to confirm. The estimate is too small when $\gamma_1$ is close to $2\gamma_3$, as in some narrow-gap materials. With $\gamma_1=34.8$, $\gamma_2=15.5$, $\gamma_3=16.5$ (roughly InSb) and $\tau=10^{-6}$ it gives $n=4$, where the relative heavy-mass error is still $6\times10^{-4}$; doubling to $n=8$ brings it below $10^{-6}$. A smaller shortfall appears with $\gamma_1=13.4$, $\gamma_2=4.24$, $\gamma_3=5.69$ (roughly Ge), where the estimate is 6.4 and the heavy mass needs $n=8$. For silicon and $\tau=10^{-6}$ the estimate gives $n\approx25$, which is cautious, since $n=16$ already suffices.
- **Masses from computed bands.** If $g$ is extracted from band energies at small $k$, include spin-orbit coupling and keep $\varepsilon\ll\Delta$. Without the coupling, the [110] heavy inverse mass would be 0.29 instead of 1.77.
- **Temperature.** Use the four-band mass only when $k_BT\ll\Delta$. The condition is strict: for silicon at 20 K, where $k_BT/\Delta=0.04$, the four-band $N_v$ is already 7 % below the six-band value. For room-temperature hole densities in silicon, integrate the six-band energies instead.
